# How a Bleachable Contrast-Enhancement Layer Steepens a Resist Image

A line pattern whose bright regions receive 187.4 mJ/cm² and whose dark regions receive 46.9 mJ/cm², a ratio of 4.00, enters a dyed film half a micrometre thick. In a model that treats each lateral position separately, the doses below the film are 107.5 and 3.18 mJ/cm², a ratio of 33.8. An ordinary grey filter would have left the ratio at 4.00. The film differs from a filter in that the light destroys its absorption, so the bright regions open a window for themselves while the dark regions stay mostly closed. How much steeper the image becomes, and at what price, follows from two rate laws.

Let \(z\) run downward from the top of the film, \(0\le z\le L\), and let \(I(z,t)\) be the intensity at one lateral position. The dye fraction not yet bleached is \(M(z,t)\), with \(M=1\) before exposure. Absorption and bleaching obey

\[
\frac{\partial I}{\partial z}=-A\,M\,I,\qquad \frac{\partial M}{\partial t}=-C\,I\,M ,
\]

where \(A\) is the absorption coefficient of the fresh film and \(C\) is the bleaching rate per unit intensity. These equations assume monochromatic light travelling downward at near-normal incidence, irreversible one-photon bleaching, no dark reaction, and no exchange of light between neighbouring lateral positions. Nothing absorbs once the dye is gone. Doses called incident below are doses that have already entered the film; loss at its upper surface is treated later.

Define the accumulated dose \(D(z,t)=\int_0^t I(z,t')\,dt'\). At fixed depth the bleaching law reads \(\partial\ln M/\partial t=-C\,\partial D/\partial t\), and since \(M=1\) when \(D=0\),

\[
M=e^{-CD}.
\]

Now integrate the absorption law over time and use the bleaching law to replace \(MI\) by \(-(1/C)\,\partial M/\partial t\):

\[
\frac{\partial D}{\partial z}=-A\int_0^t M I\,dt'
=\frac{A}{C}\int_0^t\frac{\partial M}{\partial t'}\,dt'
=\frac{A}{C}(M-1).
\]

With the dimensionless dose \(u=CD\) this becomes

\[
\frac{du}{dz}=-A\left(1-e^{-u}\right).
\]

Time has disappeared: within this model the transmitted dose depends on the incident dose and not on how the exposure was spread over time. To solve the equation, separate the variables and multiply numerator and denominator by \(e^{u}\):

\[
\frac{du}{1-e^{-u}}=\frac{e^{u}\,du}{e^{u}-1}=d\ln\left(e^{u}-1\right)=-A\,dz .
\]

Integration from the top, where \(u=u_{\rm in}\), to the bottom, where \(u=u_{\rm out}\), gives

\[
e^{u_{\rm out}}-1=T_0\left(e^{u_{\rm in}}-1\right),\qquad T_0=e^{-AL},
\]

and therefore

\[
D_{\rm out}=\frac1C\ln\left[1+T_0\left(e^{CD_{\rm in}}-1\right)\right].
\]

Here \(T_0\) is the transmittance of the fresh film. As a test, the two original rate laws were stepped in time for the film of the example below under a steady 100 mW/cm². For incident doses from 5 to 205 mJ/cm² the transmitted dose differed from this formula by at most 2.1 parts in a million of its value.

The slope follows by differentiating the relation between the exponentials, \(e^{u_{\rm out}}du_{\rm out}=T_0e^{u_{\rm in}}du_{\rm in}\), and substituting \(T_0=(e^{u_{\rm out}}-1)/(e^{u_{\rm in}}-1)\):

\[
T\equiv\frac{dD_{\rm out}}{dD_{\rm in}}=T_0\,e^{u_{\rm in}-u_{\rm out}}
=\frac{1-e^{-u_{\rm out}}}{1-e^{-u_{\rm in}}}.
\]

Because \(dD_{\rm out}\) and \(dD_{\rm in}\) are the doses passed and received in the same short time, \(T\) is the transmittance of the film at the end of the exposure. The logarithmic slope is

\[
s\equiv\frac{d\ln D_{\rm out}}{d\ln D_{\rm in}}
=\frac{u_{\rm in}}{u_{\rm out}}\,T=\frac{g(u_{\rm out})}{g(u_{\rm in})},
\qquad g(u)=\frac{1-e^{-u}}{u}.
\]

Writing \(g(u)=\int_0^1e^{-uy}\,dy\) shows that \(g\) falls steadily as \(u\) grows. Absorption makes \(u_{\rm out}<u_{\rm in}\). Hence \(s>1\) for every finite positive dose and every \(AL>0\).

The physical content is in the middle form. The ratio \(D_{\rm out}/D_{\rm in}\) is the transmittance averaged over the incident dose, so

\[
s=\frac{\text{final transmittance}}{\text{dose-averaged transmittance}} .
\]

A film that clears during exposure ends above its own average, which makes \(s\) exceed one. This reading does not require the residual absorption to vanish. If the absorption coefficient is \(AM+B\) with constant \(B\), the transmittance still rises as \(M\) falls, and \(s>1\) survives; what is lost is the simple closed form. Numerical solutions of the rate laws bear out the cause. A fixed absorber of 4 /µm gives \(s=1.0000\), and a film that darkens from 2 toward 4 /µm gives \(s=0.813\) at 220 mJ/cm².

There is also a ceiling. Let \(h(u)=1/g(u)\), which can be rewritten as

\[
h(u)=\frac{u}{1-e^{-u}}=u+\frac{u}{e^{u}-1}.
\]

The last term decreases with \(u\), because its reciprocal \((e^u-1)/u=\int_0^1e^{uy}dy\) increases. So \(h\) rises by less than \(u\) does. Moreover \(|du/dz|<A\) gives \(u_{\rm in}-u_{\rm out}<AL\), and \(h(u_{\rm out})>1\). Together,

\[
s-1=\frac{h(u_{\rm in})-h(u_{\rm out})}{h(u_{\rm out})}<u_{\rm in}-u_{\rm out}<AL ,
\]

so that \(1<s<1+AL\). A second bound concerns cost. Let \(F=D_{\rm in}/D_{\rm out}\) be the factor by which the exposure must be raised to keep the dose in the resist unchanged. Then \(s=FT\), and since \(T<1\), \(s<F\): the exposure must be multiplied by more than the slope is.

For the example take \(A=8\) /µm, \(L=0.5\) µm and \(C=0.05\) cm²/mJ, so that \(AL=4\) and \(T_0=0.0183\). Suppose the edge of the resist line lies where the resist receives 40 mJ/cm², or \(u_{\rm out}=0.05\times40=2\). The incident dose needed there is found by inverting the transfer law:

\[
u_{\rm in}=\ln\left[1+e^{4}(e^{2}-1)\right]=5.857,\qquad
D_{\rm in}=\frac{5.857}{0.05}=117.1\ \text{mJ/cm}^2 .
\]

The slope is then

\[
s=\frac{g(2)}{g(5.857)}=\frac{0.4323}{0.1702}=2.54 ,
\]

well below the ceiling of 5. The other form agrees: the film ends with a transmittance of 0.867 after averaging 0.341, and the quotient is again 2.54. The exposure factor is \(F=117.1/40=2.93\).

Strong steepening is confined to a range of doses. For \(u_{\rm in}\ll1\) little dye is bleached. There \(g(u)\approx1-u/2\) and \(u_{\rm out}\approx T_0u_{\rm in}\), whence

\[
s\approx1+\tfrac12(1-T_0)\,u_{\rm in}.
\]

At 5 mJ/cm², where \(u_{\rm in}=0.25\), this gives 1.123, against 1.127 from the full formula. In the opposite limit, \(e^{u_{\rm in}-AL}\gg1\), the film has cleared and has merely subtracted a fixed dose \(AL/C\), here 80 mJ/cm². Then \(u_{\rm out}\approx u_{\rm in}-AL\), \(T\approx1\), and

\[
s\approx\frac{u_{\rm in}}{u_{\rm in}-AL}.
\]

At 1000 mJ/cm² this is \(50/46=1.087\), as the full formula gives. Between the limits the largest value for this film is 2.95, at an incident dose of 81.1 mJ/cm² and a transmitted dose of 14.3 mJ/cm². A resist needing only that smaller dose would gain more slope, but at an exposure factor of \(81.1/14.3=5.7\).

Thickness acts more simply when the resist dose is held fixed. For \(e^{AL}(e^{u_{\rm out}}-1)\gg1\) the inverted transfer law becomes \(u_{\rm in}\approx AL+\ln(e^{u_{\rm out}}-1)\), and

\[
s\approx g(u_{\rm out})\left[AL+\ln\left(e^{u_{\rm out}}-1\right)\right].
\]

Slope and exposure both grow linearly. With 40 mJ/cm² kept at the edge, films of 0.25, 0.50, 0.75 and 1.00 µm give \(s=1.71\), 2.54, 3.40 and 4.26, and require 77.5, 117.1, 157.1 and 197.1 mJ/cm². Each added quarter micrometre costs close to \(2/0.05=40\) mJ/cm².

To see what this does to an image, let the incident dose vary across the wafer as

\[
D_{\rm in}(x)=D_0\left[1+m\cos\frac{2\pi x}{p}\right],
\]

with modulation \(m=0.6\), pitch \(p=1.6\) µm and \(D_0=117.1\) mJ/cm². The edge is at \(x=p/4\), where the cosine vanishes. The chain rule gives

\[
\left|\frac{d\ln D_{\rm out}}{dx}\right|=s\left|\frac{d\ln D_{\rm in}}{dx}\right|,\qquad
\left|\frac{d\ln D_{\rm in}}{dx}\right|_{p/4}=\frac{2\pi m}{p}=2.356\ \mu\text{m}^{-1}.
\]

The log-slope below the film is thus \(2.540\times2.356=5.98\) /µm. Multiplied by the 0.8 µm line width, it has risen from 1.88 to 4.79. The doses quoted at the outset are those at the crest and trough of this image: the film passes on average \(107.5/187.4=57\%\) of the dose at the crest and \(3.18/46.9=6.8\%\) at the trough. The contrast, defined as the difference of these extreme doses over their sum, rises from 0.600 to 0.943.

It is the relative slope that has grown. The absolute dose gradient is multiplied by \(T<1\) in passing through the film: at the edge it falls from 276 to 239 mJ/cm² per µm. The useful comparison is with a bare resist exposed to the same 40 mJ/cm² at its edge, whose gradient is \(40\times2.356=94.2\) mJ/cm² per µm. At equal resist dose on the edge, the film therefore raises the absolute gradient by \(s\) as well, the additional light having been paid for through \(F\).

This distinction decides which process errors become less harmful. Consider a resist that switches sharply at a threshold dose \(D_{\rm th}\). If the threshold changes by a small fraction \(\delta\), the edge moves by

\[
|\delta x|=\frac{|\delta|}{s\,|d\ln D_{\rm in}/dx|},
\]

smaller than without the film by the factor \(s\). When the threshold is varied from 10% below to 10% above nominal, the edge travels 85.3 nm in the bare resist and 33.5 nm under the film. An error in the incident exposure is another matter. Since \(D_{\rm out}\) is an increasing function of \(D_{\rm in}\), the condition \(D_{\rm out}(x)=D_{\rm th}\) is equivalent to \(D_{\rm in}(x)=D^*\) with a fixed \(D^*\). The edge is a contour of the incident image, with or without the film. Raising the exposure by 5% moves it 20.2 nm in both cases. As long as lateral positions can be treated independently, the film gives such a resist no added exposure latitude.

The parameters are round numbers chosen for illustration, with light of wavelength \(\lambda=436\) nm; they do not describe a particular product. Real films break several of the assumptions. A residual absorption of 0.1 /µm lowers the slope at the same resist dose only from 2.54 to 2.51, and raises the required dose to 121 mJ/cm². Light returned by the substrate matters more. Let 20% of the downward intensity at the film's lower face be sent back to interfere with the incoming wave. If that light makes a single pass and leaves through the top, four phases a quarter cycle apart give \(s\) between 2.40 and 2.43. In air part of it is reflected again at the upper face, and the clearing film becomes a weak cavity. A full wave solution then gives \(s\) from about 2.2 to 2.7 depending on the phase, below or above the value without reflection, while the dose needed from the air swings between about 110 and 132 mJ/cm². Absence of reflection is therefore not a condition for \(s>1\) in this case either, but the value of \(s\) becomes sensitive to the layer thicknesses. If the real part of the film index stays at 1.60, the upper surface reflects 6.4% when fresh and 5.3% when bleached, which suggests 124 to 125 mJ/cm² from the air for 117.1 to enter. Weak reflections inside the partly bleached film interfere with the surface reflection, and a wave solution with nothing returned from below needs about 123.

Lateral effects have to be judged on the scale of the edge. For a numerical aperture of 0.28 and a film index of 1.60, the steepest ray runs at 10.1° inside the film. Its longer path changes \(s\) only to 2.57, but it walks 89 nm sideways, which is not small beside the edge movements above. The treatment of each lateral position as independent is then an approximation for this image, and it worsens for finer patterns or thicker films. The dark regions are the most sensitive. For an idealized coherent field with this sinusoidal dose and uniform phase at the top of the film, diffraction inside the film lowers the dose ratio from 33.8 to about 30. An index change of the size considered below would bring it to roughly 23 or 39, depending on its sign. The edge is less affected: at the bottom of the film the 40 mJ/cm² contour moves by less than 10 nm, and the log-slope there goes from 5.98 to about 6.05 /µm through diffraction alone and to about 5.5 or 6.9 /µm with the index change. Such a field contains weak harmonics beyond the aperture just quoted, so these figures show only the size of the effect.

The result also refers to the top of the resist. Below it the image diffracts. For coherent light at normal incidence, the \(j\)-th lateral harmonic of the field has transverse wavenumber \(2\pi j/p\). Expanding its vertical wavenumber for small angles gives a phase slip against the undiffracted wave, after a depth \(d\) in resist of index \(n_r\), of

\[
\phi_j=\frac{(2\pi j/p)^2\,d}{2\,(2\pi n_r/\lambda)}=\frac{\pi\lambda j^2d}{n_rp^2}.
\]

For \(d=1\) µm and \(n_r=1.68\) this is 0.32 rad for the first harmonic and 1.27 rad for the second. If the second harmonic starts in phase with the undiffracted wave, their interference term is multiplied by \(\cos1.27\approx0.3\). The image therefore changes shape with depth, and the slope at the bottom of a thick resist cannot be inferred from \(s\) alone.

Bleaching also changes the refractive index, which bends the light at an edge. Let the index change by \(\Delta n\,M\). Since \(T=e^{-A\int M\,dz}\), the added optical path is \(\Delta n\int M\,dz=-(\Delta n/A)\ln T\). From \(\ln T=-AL+u_{\rm in}-u_{\rm out}\) one finds \(d\ln T/du_{\rm in}=1-T\), so the ray angle in the resist has magnitude

\[
\theta\approx\frac{|\Delta n|}{A\,n_r}\,u_{\rm in}(1-T)\left|\frac{d\ln D_{\rm in}}{dx}\right| .
\]

The value of \(\Delta n\) depends on the dye and on how far the exposure wavelength lies from the absorption peak. Taking it equal to the extinction index of the fresh film, \(A\lambda/4\pi=0.278\), which is the weak-absorption value at half height of a single Lorentzian line (the full relation gives 0.23 or 0.33, depending on the side of the line), gives an angle of 0.075 rad averaged over the transmitted dose. Across 1 µm of resist that is a sideways walk of the ray of about 75 nm. The edge does not move by the same amount: for the coherent field above, the index change shifts the 40 mJ/cm² contour at that depth by about 5 nm for one sign and 30 nm for the other. This is an estimate of size under an assumed index change, not a prediction for a given film, but it places ray bending, with diffraction and oblique travel, ahead of the small residual absorption among the reasons why a real profile would depart from the model.

## Values computed for the example and the checks

```
A = 8.0 /um, L = 0.50 um, A*L = 4.00, C = 0.050 cm2/mJ
wavelength = 436 nm, pitch = 1.60 um, modulation = 0.60, NA = 0.28
indices: layer 1.60, resist 1.68; resist depth 1.0 um
largest relative error, dose law, steady light: 2.1e-06
largest relative error, dose law, pulsed light: 2.1e-06
largest relative error, slope law: 1.8e-06
initial transmittance T0 = 0.0183
resist edge dose = 40.0 mJ/cm2, u_out = 2.000
incident edge dose = 117.15 mJ/cm2, u_in = 5.857
g(u_out) = 0.4323, g(u_in) = 0.1702
log slope s = 2.540, upper bound 1+A*L = 5.00
exposure factor F = 2.929
final transmittance = 0.8671, mean = 0.3414
D_in =    5.0 mJ/cm2: D_out =    0.104 mJ/cm2, s = 1.127
D_in =   25.0 mJ/cm2: D_out =    0.892 mJ/cm2, s = 1.713
D_in =   50.0 mJ/cm2: D_out =    3.727 mJ/cm2, s = 2.485
D_in =  100.0 mJ/cm2: D_out =   26.166 mJ/cm2, s = 2.808
D_in =  200.0 mJ/cm2: D_out =  120.049 mJ/cm2, s = 1.662
D_in = 1000.0 mJ/cm2: D_out =  920.000 mJ/cm2, s = 1.087
largest s = 2.952 at D_in = 81.1 mJ/cm2, D_out = 14.26 mJ/cm2
L = 0.25 um, same resist dose: D_in = 77.5 mJ/cm2, F = 1.94, s = 1.711
L = 0.50 um, same resist dose: D_in = 117.1 mJ/cm2, F = 2.93, s = 2.540
L = 0.75 um, same resist dose: D_in = 157.1 mJ/cm2, F = 3.93, s = 3.397
L = 1.00 um, same resist dose: D_in = 197.1 mJ/cm2, F = 4.93, s = 4.261
image log-slope at edge: incident 2.356 /um, transmitted 5.984 /um
times half pitch: incident 1.885, transmitted 4.787
dose gradient at edge (mJ/cm2/um): bare resist 94.2, entering layer 276.0, leaving layer 239.4
incident doses: bright 187.4, dark 46.9 mJ/cm2, ratio 4.00
transmitted doses: bright 107.5, dark 3.18 mJ/cm2, ratio 33.8
contrast: incident 0.600, transmitted 0.943
edge travel, threshold -10% to +10%: bare 85.3 nm, with layer 33.5 nm
bare/layer travel ratio for -1% to +1%: 2.540
edge shift, incident dose +5%: bare 20.23 nm, with layer 20.23 nm
fixed absorber 4 /um: s = 1.0000
darkening layer, 2 to 4 /um: s = 0.813 at D_in = 220 mJ/cm2
residual absorption 0.1 /um: D_in = 121.2 mJ/cm2, s = 2.512
returned fraction 0.20, four phases: D_in = 116.3 to 120.5 mJ/cm2, s = 2.404 to 2.434
extinction index of fresh layer k = 0.278
air-layer reflectance: fresh 0.0639, bleached 0.0533
layer-resist reflectance, fresh layer: 0.0077
marginal ray in layer: 10.08 deg, sideways walk 89 nm, s = 2.566
phase slip over resist depth: harmonic 1 0.32 rad, harmonic 2 1.27 rad
index-change ray bending at edge: mean 0.075 rad, largest 0.107 rad, mean walk 75 nm
```
